Why the van der Pauw equation fails for films with holes

**Q:** I have a square copper pad with a square opening in the middle and a contact at each corner. The van der Pauw method works for a film of any shape, so I can measure two four-point resistances, solve the equation and get the sheet resistance. The opening is just part of the shape.

**A:** Let us see what the proof requires. Take a film of uniform, isotropic sheet resistance Rs, without magnetic field, with point contacts 1, 2, 3, 4 in that order along its outer edge. Define

R_A = (V4 − V3)/I, with I in at 1 and out at 2,
R_B = (V1 − V4)/I, with I in at 2 and out at 3,
S = exp(−πR_A/Rs) + exp(−πR_B/Rs).

The standard equation is S = 1. Start with a half-plane, whose contacts lie on the straight edge at x1 < x2 < x3 < x4. A current I entering at x_i spreads over half circles of length πr. The field is therefore I Rs/(πr) and the potential is −(I Rs/π) ln r. With d_ij = x_j − x_i, adding the source at 1 and the sink at 2 gives

V4 − V3 = (I Rs/π)[−ln d14 + ln d24 + ln d13 − ln d23].

In the same way, for current in at 2 and out at 3,

V1 − V4 = (I Rs/π)[−ln d12 + ln d13 + ln d24 − ln d34].

Dividing by I and exponentiating,

exp(−πR_A/Rs) = d14 d23/(d13 d24),
exp(−πR_B/Rs) = d12 d34/(d13 d24).

Write a = d12, b = d23, c = d34. The sum of the numerators is

(a + b + c)b + ac = (a + b)(b + c) = d13 d24,

so S = 1.

**Q:** And a conformal map carries this to my pad.

**A:** It carries it to any film without holes. Such a map preserves Laplace's equation, keeps insulating edges insulating and leaves the current between two flow lines unchanged, so R_A and R_B do not change. But a map that is continuous and one-to-one in both directions cannot remove a hole. Your pad has no such map to the half-plane, and the proof does not reach it.

**Q:** A proof that does not reach my case does not show that the equation fails there. What does Laplace's equation give for the pad itself?

**A:** Divide the film into small square cells and give each side of a filled cell the conductance 1/(2Rs). A uniform field E along a cell of side h then drives Eh/(2Rs) along each of two sides, Eh/Rs in total, as in the continuous film. A side shared by two cells has conductance 1/Rs; a side on an edge keeps half of that. Current conservation at an interior node makes its potential the mean of its four neighbours, which is the lattice Laplace equation. Cells in the hole are left out.

For the full square with corner contacts and 192 cells per side, R_A/Rs = 0.22065 and S = 0.99997. The lattice thus reproduces the standard equation where it should hold.

Now remove a central square of half the side. With 48, 96 and 192 cells per side,

R_A/Rs = 0.63689, 0.63865, 0.63936.

The error shrinks slowly because of the hole's corners. There the metal fills an angle 3π/2, so the potential varies as r^(2/3) and the field as r^(−1/3). The power within one cell size of the corner scales as ∫ r^(−2/3) r dr ∝ h^(4/3). The three values give an observed order of 1.31, close to 4/3. Removing this error from the last two values,

R_A/Rs = 0.63936 + (0.63936 − 0.63865)/(2^(4/3) − 1) = 0.6398.

By symmetry R_B = R_A, so at the true sheet resistance

S = 2 exp(−π × 0.6398) = 0.268.

The equation demands 1. Since S rises with the value inserted for Rs, its root lies above the true one. For R_A = R_B the root is πR_A/ln 2, here 2.90 Rs.

**Q:** A factor of nearly three is hard to believe. Could it come from the lattice treatment of the point contacts?

**A:** There is a road that uses no point contacts on the lattice. A film with one hole can be mapped conformally to an annulus with outer radius 1 and inner radius q. A quarter turn of the square becomes a quarter turn of the annulus, so the contacts sit 90° apart.

In the annulus, the terms r^n + q^(2n) r^(−n), multiplied by cos nθ, have zero radial derivative at r = q. This is the insulating condition at the hole. A point current I at θ = 0 has the angular density (I/2π)(1 + 2 Σ cos nθ); the constant term cancels between source and sink. Matching the n-th term at r = 1 to an amplitude A_n requires

A_n n(1 − q^(2n))/Rs = I/π.

The potential on the outer rim is therefore (I Rs/π)G(θ), with

G(θ) = Σ_{n≥1} (1/n) [(1 + q^(2n))/(1 − q^(2n))] cos nθ.

Use (1 + p)/(1 − p) = 1 + 2 Σ_{m≥1} p^m with p = q^(2n), and the sum Σ_n t^n cos(nθ)/n = −½ ln(1 − 2t cos θ + t²). Then

G(θ) = −½ ln(2 − 2 cos θ) − Σ_{m≥1} ln(1 − 2q^(2m) cos θ + q^(4m)).

With current in at 1 and out at 2, V4 is proportional to G(90°) − G(180°) and V3 to the negative of that. Hence

πR_A/Rs = 2[G(90°) − G(180°)]
= ln 2 + 2 Σ_{m≥1} ln[(1 + q^(2m))²/(1 + q^(4m))],

and, with R_B = R_A,

S = ∏_{m≥1} [(1 + q^(4m))/(1 + q^(2m))²]².

Every factor is below 1, because (1 + p)² exceeds 1 + p² for p > 0. So S < 1 for every size of a centred square hole with corner contacts. For small q the first factor dominates and S ≈ 1 − 4q².

To find q, use the whole inner and outer edges as electrodes. In the annulus their resistance is Rs ln(1/q)/(2π), and the map preserves it. The lattice gives 0.09771 Rs for your pad, so q = exp(−2π × 0.09771) = 0.541. The product then gives S = 0.268, in agreement with the four-contact calculation. The two roads also agree for the other hole sizes:

hole side/pad side = 0.125: S = 0.928, apparent Rs = 1.11 Rs
hole side/pad side = 0.25: S = 0.740, apparent Rs = 1.43 Rs
hole side/pad side = 0.75: S = 0.012, apparent Rs = 7.43 Rs

**Q:** Is there a way to see the size of the effect without a series?

**A:** For a large hole the pad is a ring of four legs, each of resistance r between neighbouring corners. Current entering at 1 and leaving at 2 can take the direct leg, r, or the other three in series, 3r. The long way carries I/4 and passes from 4 to 3, so V4 − V3 = Ir/4. On the 192-cell lattice r = 2.557 Rs (it is R_B of the slit film below), which gives R_A = 0.6392 Rs, against 0.6394 Rs from the full calculation on the same lattice. With the mesh error removed, r = 2.559 Rs and both round to 0.640 Rs. The standard equation has no place for current that goes round a hole.

**Q:** Then perhaps the trouble is the missing metal, or the narrow legs, rather than the hole as such.

**A:** Remove more metal and see. Cut a slit, one sixteenth of the pad side wide, from the hole through the middle of the leg between contacts 2 and 3. The hole's rim is now part of the outer edge, and the film has no hole. The lattice gives

R_A/Rs = 1.037 × 10⁻⁴, R_B/Rs = 2.557.

The two exponentials are 0.99967 and 0.00032, and solving the equation returns 1.0003 Rs. These are values for 192 cells per side; as the mesh is refined the readings move to about 1.027 × 10⁻⁴ and 2.559, and the root moves toward Rs itself. The legs are as narrow as before and there is less metal, yet the equation works again. What matters is whether current can pass a hole on both sides.

**Q:** You chose a centred hole and corner contacts. Might a small hole elsewhere lower one exponential and raise the other, so that S stays at 1?

**A:** That can be settled to leading order for a small circular hole of radius a. Let E be the field at its centre, before the hole is made, due to the current pair. Let E′ be the field there when the same I is driven through the voltage pair, in at the contact whose potential is counted positive.

Call φ the potential in the holed film for the current pair, and ψ the potential in the intact film for the voltage pair. Both are harmonic outside the hole, so Green's identity gives

∮(φ ∂ψ/∂n − ψ ∂φ/∂n) ds = 0

over the outer edge and the hole's rim, with n pointing out of the film. At a contact, ∂/∂n of the potential equals Rs times the injected current density. The outer edge thus contributes Rs I²(R_hole − R_0); the R_0 term uses reciprocity in the intact film, which is the same identity without a hole.

On the rim ∂φ/∂n = 0. With ŝ the unit vector from the hole's centre, φ there is a constant minus 2a E·ŝ, since an insulating circle doubles the variation of a uniform field's potential along its rim. As n = −ŝ, ∂ψ/∂n = E′·ŝ. The constant integrates to zero, and the rest gives −2πa² E·E′. Therefore

ΔR = R_hole − R_0 = 2πa² E·E′/(Rs I²).

Now work in the half-plane. Let the hole be at height y, let u_i be the vector from contact i to it, written as a complex number, and θ_i the angle of u_i. A source at i gives the field (I Rs/π)/u_i*, where * is the complex conjugate. In units of I Rs/π, and using u_j − u_i = −d_ij, the pairs give

in 1, out 2: −d12/(u1*u2*); in 4, out 3: +d34/(u3*u4*),
in 2, out 3: −d23/(u2*u3*); in 1, out 4: −d14/(u1*u4*).

The phase of 1/(u_i*u_j*) is θ_i + θ_j. With P = |u1 u2 u3 u4|, the scalar products yield

πΔR_A/Rs = −2a² (d12 d34/P) cos(θ3 + θ4 − θ1 − θ2),
πΔR_B/Rs = +2a² (d23 d14/P) cos(θ1 + θ4 − θ2 − θ3).

So one resistance may indeed fall. But S weights the changes by the two exponentials found at the start:

1 − S = [d14 d23 (πΔR_A/Rs) + d12 d34 (πΔR_B/Rs)]/(d13 d24)
= [2a² d12 d23 d34 d14/(d13 d24 P)] × [cos(θ1 + θ4 − θ2 − θ3) − cos(θ3 + θ4 − θ1 − θ2)].

The difference of cosines is 2 sin(θ4 − θ2) sin(θ3 − θ1). Writing the area of the triangle formed by the hole and two contacts in two ways gives sin(θ_j − θ_i) = y d_ij/(|u_i||u_j|). Hence

1 − S = 4a² y² d12 d23 d34 d14/(|u1|²|u2|²|u3|²|u4|²) > 0.

The two changes may cancel in part, but never completely. A conformal map turns a small circle into a small circle to leading order, so the sign carries over to any film that had no other hole. The hole must be small compared with its distance to the edge.

For contacts at −1.7, −0.4, 0.9 and 2.6, with the hole centred above x = 0 at y = 1 and a = 0.01, the formula gives 1 − S = 7.797 × 10⁻⁵. The half-plane with a circular hole also maps to an annulus, and the function G gives the same value to four digits. For larger holes I have evidence rather than a general proof: in 1500 annuli with random q between 0.05 and 0.9 and random contact angles, S was below 1 each time.

**Q:** Can I at least call the result an effective sheet resistance of the perforated pad?

**A:** A sheet resistance should not depend on where the contacts are. Keep the half-size hole, but place the contacts at the middle of the left side, the lower left corner, the middle of the bottom side and the lower right corner. Then R_A/Rs = 0.165 and R_B/Rs = 0.811, and the equation returns 1.83 Rs instead of 2.90 Rs. On the full square this same contact set gives S = 0.99998, so the disagreement comes from the hole.

The idea does work for many fine holes. For a 12 × 12 array, each hole half a period wide, the equation returns 1.713 Rs with corner contacts and 1.712 Rs with the uneven set. Bar electrodes on two opposite sides give 1.707 Rs. The lattice has only 16 cells per period here, so these values are about 1.5 % low: with the mesh error removed the bar value is 1.732 Rs, which matches √3 Rs, and the equation returns about 1.74 Rs. But all three results refer to the same lattice, and they agree within about 0.3 %. On the scale of the contact spacing the array therefore acts as a uniform film. Its square symmetry makes that film isotropic. Even so, the equation is satisfied near the effective value; at the metal's own Rs, S is about 0.6 with corner contacts.

**Q:** What would I have read on my copper pad? It is 48 µm wide with a 24 µm opening, and the film is 50 nm thick.

**A:** Take 2.5 µΩ·cm as a rough resistivity for copper this thin. Then

Rs = (2.5 × 10⁻⁸ Ω·m)/(50 × 10⁻⁹ m) = 0.500 Ω/sq,
R_A = 0.6398 × 0.500 Ω/sq = 0.320 Ω,

or 32 µV at 0.1 mA. The same pad without an opening would have R_A = 0.110 Ω. The standard equation turns your reading into

π × 0.320/ln 2 = 1.45 Ω/sq,

which for 50 nm means 7.25 µΩ·cm. You would blame the copper for an error of 190 % made by the equation. Nor would comparing the two readings warn you, because R_A = R_B is just what a good square sample gives.

Wide damascene copper pads can contain openings where dielectric is left standing to limit dishing during polishing. A single opening of half the pad width is large for that purpose; one of 6 µm in your pad would give an error of about 11 %. Real pads also break the assumption of uniform thickness. With the opening kept, a smooth dishing profile that would reach 5 % at the pad's centre, and reaches 2.5 to 3.5 % along the rim of the opening, shifts the apparent Rs by 1.75 %. In this film 5 % is only 2.5 nm; a wide pad can dish much more, and the shift then grows, so the thickness profile should be measured. A drift of 1 K changes a resistance reading by a few tenths of a per cent. The effective electron mean free path, estimated from this resistivity as about 26 nm, is 0.2 % of the 12 µm leg width, so local conduction is a fair model. Contacts 0.5 µm wide change the apparent Rs by less than 0.001 % (R_A alone moves by about 0.03 % if they lie along the top and bottom edges instead of symmetrically on the corners), and the heating of the contact arms at 0.1 mA, estimated for heat flowing straight down through 500 nm of oxide, is 7 mK. For the values assumed here, none of these comes near the effect of the hole.

**Q:** So is the measurement lost?

**A:** No, the reading is sound; it needs the right geometry. For a uniform film with this centred opening and corner contacts, use

Rs = R_A/0.6398 = 0.320 Ω/0.6398 = 0.500 Ω/sq.

Another opening or contact set needs its own Laplace calculation. If you can choose the test structure, use a pad without openings. The numerical output lists the values for the other cases treated here.

Calculated quantities

```
Lattice: 96 and 192 cells per side
No hole, corner contacts: R_A/Rs = 0.22065, S = 0.99997
No hole, uneven contacts: R_A/Rs = 0.11032, R_B/Rs = 0.39088, S = 0.99998
Hole side/L | edge-to-edge R/Rs | q | R_A/Rs | S lattice | S annulus | apparent Rs/Rs
  0.125 | 0.31663 | 0.1368 | 0.2445 | 0.9279 | 0.9279 | 1.108
  0.250 | 0.20642 | 0.2734 | 0.3165 | 0.7400 | 0.7400 | 1.434
  0.500 | 0.09771 | 0.5412 | 0.6398 | 0.2680 | 0.2680 | 2.900
  0.750 | 0.03812 | 0.7870 | 1.6397 | 0.0116 | 0.0116 | 7.432
Half-size hole, R_A/Rs at 48, 96, 192 cells: 0.63689, 0.63865, 0.63936
Observed order of the lattice error: 1.31 (re-entrant corners: 1.33)
Small hole in half-plane, contacts x = [-1.7, -0.4, 0.9, 2.6], y = 1.0, a = 0.01
  1-S exact = 7.79667e-05, small-hole formula = 7.79680e-05
Random annuli and contacts: 1500 cases, S from 0.0003 to 0.999993
Slit from hole to edge (width L/16): R_A/Rs = 1.0366e-04, R_B/Rs = 2.5568
  S = 0.999999, returned Rs/Rs = 1.0003
  one leg r/Rs = 2.5568; r/4 = 0.6392 against closed-ring R_A/Rs = 0.6398
Uneven contacts (x/L, y/L): [(0, 0.5), (0, 0), (0.5, 0), (1, 0)]
Half-size hole, uneven contacts: R_A/Rs = 0.1655, R_B/Rs = 0.8109
  S = 0.6729, apparent Rs/Rs = 1.826 (corner contacts: 2.900)
Array of 12 x 12 holes (hole side = half period): bar electrodes Rs_eff/Rs = 1.7071
  equation returns 1.7126 (corners), 1.7120 (uneven); S at metal's Rs = 0.6102 (corners)
Copper pad: side 48 um, hole 24 um, thickness 50 nm, resistivity 2.5 uOhm cm
  true Rs = 0.500 Ohm/sq, R_A = R_B = 0.3199 Ohm, voltage at 0.1 mA = 32.0 uV
  same pad without hole: R_A = 0.1103 Ohm
  S at true Rs = 0.2680
  apparent Rs = 1.450 Ohm/sq, apparent resistivity = 7.25 uOhm cm
Error caused by the hole: 190 %
Neglected effects, relative change of apparent Rs:
  contacts 0.5 um wide: 7.4e-05 %
  thickness dished by up to 5 % (sine profile): 1.75 %
  mean free path 26 nm / leg width 12 um: 0.22 %
  arm current density 0.40 MA/cm2, oxide 500 nm, 1.4 W/(m K): rise 7.1 mK, 2.5e-03 %
  drift of 1 K between readings at 0.0035 /K: 0.35 %
```
